\section*{Convergence of linear-mixing SCF iterations with an inexact eigensolver, part 2}

We study how an inexact eigensolver limits a linearly mixed self-consistent iteration for $2N$ electrons in $M$ site orbitals. Matrices are real, energies are in joule and populations $n$ are dimensionless. The Hamiltonian is
\begin{equation}H(n)=H_0+\operatorname{diag}\bigl(v(n)\bigr),\qquad v(n)=\gamma\,(n-n^0),\label{eq:H}\end{equation}
with $n^0$ fixed and $\gamma$ symmetric. On the zero-sum vectors $\mathcal{Z}$, $\gamma$ is positive definite with largest eigenvalue $\gamma_{\max}$; there $\langle y,z\rangle_\gamma=y^T\gamma z$, with norm $\|y\|_\gamma$ in $\mathrm{J}^{1/2}$. $H$ has ascending eigenpairs $(\varepsilon_j,u_j)$, occupied $i\le N$, virtual $a>N$, and gap $g=\varepsilon_{N+1}-\varepsilon_N$. $V_o$, $V_v$ hold the occupied and virtual eigenvectors, $P=V_oV_o^T$, $Q=1-P$, $\Phi(n)_\mu=2P_{\mu\mu}$ and $n^*=\Phi(n^*)$.

The solver returns Ritz vectors $X$ with $X^TX=1$, $X^THX=\Theta=\operatorname{diag}(\theta_i)$, $R=HX-X\Theta$, $X^TR=0$, $\tilde P=XX^T$, $\tilde n_\mu=2\tilde P_{\mu\mu}$ and $E=\tilde n-\Phi(n)$. The iteration is
\begin{equation}n_{k+1}=n_k+\alpha(\tilde n_k-n_k)=G(n_k)+\alpha E_k,\qquad G(n)=(1-\alpha)n+\alpha\Phi(n).\label{eq:iter}\end{equation}
Let $y=n-n^*$, $e=\|y\|_\gamma$, $r=\Phi(n)-n$ and $\tilde r=\tilde n-n=r+E$.

A small change $\delta H$ gives
\begin{equation}\delta P_{ai}=-\frac{\delta H_{ai}}{\varepsilon_a-\varepsilon_i},\qquad\delta P=\sum_{ai}\delta P_{ai}\,(u_au_i^T+u_iu_a^T).\label{eq:dP}\end{equation}
\begin{equation}\delta\Phi_\mu=-\sum_{ai}A_{\mu,ai}\,\delta H_{ai},\qquad A_{\mu,ai}=\frac{4\,T_{\mu,ai}}{\varepsilon_a-\varepsilon_i},\qquad T_{\mu,ai}=u_{a\mu}u_{i\mu}.\label{eq:A}\end{equation}
\begin{equation}\chi_0=-AT^T=-4\,TD^{-1}T^T,\qquad D=\operatorname{diag}(\varepsilon_a-\varepsilon_i)\ \ge g.\label{eq:chi}\end{equation}
The Jacobian $\mathcal{J}=\chi_0\gamma$ of $\Phi$ is self-adjoint in the $\gamma$ product, with orthonormal modes $\mathcal{J}v_j=-\lambda_jv_j$, $\lambda_j\ge0$. $G'=1-\alpha+\alpha\mathcal{J}$ has eigenvalues $\mu_j=1-\alpha(1+\lambda_j)$; $q_*=\max_j|\mu_j|$ at $n^*$.

Assume an open gap and $\|G'\|_\gamma\le q<1$ for $e\le\rho$, and $\delta=\varepsilon_{N+1}-\theta_N\ge\delta_0>0$. With $S=V_v^TX$ and $C=2(2\gamma_{\max})^{1/2}$, the first derivation gave
\begin{equation}\|\tilde P-P\|_F=\sqrt2\,\|S\|_F\le\sqrt2\,\frac{\|R\|_F}{\delta}.\label{eq:dk}\end{equation}
\begin{equation}e_{k+1}\le q\,e_k+\alpha\|E_k\|_\gamma .\label{eq:rec}\end{equation}
\begin{equation}\alpha\|r\|_\gamma=\|(G(n)-n^*)-(n-n^*)\|_\gamma\le(1+q)\,e .\label{eq:rle}\end{equation}
(a) If at every step
\begin{equation}C\,\frac{\|R_k\|_F}{\delta_0}\le\eta\,\|\tilde r_k\|_\gamma\quad\text{with}\quad\eta<\frac{1-q}{2},\label{eq:adapt}\end{equation}
then $e_{k+1}\le q_\eta e_k$ with $q_\eta=q+\eta(1+q)/(1-\eta)<1$.
(b) If $\|R_k\|_F\le\tau$ and $B=\alpha C\tau/[\delta_0(1-q)]\le\rho$, then $e_k\le q^ke_0+B$.
(c), still to be proved: a stationary state with $E\ne0$ has $\tilde r=0$ but a nonzero error, bounded above and below by multiples of $\|E\|_\gamma$. Such states exist under a fixed tolerance and are excluded by \eqref{eq:adapt}.

\subsection{Stationary states and locking}

A stationary state has $n_{k+1}=n_k$, so $\tilde r=0$ and $r=-E$. Equation \eqref{eq:rle} gives $\alpha\|E\|_\gamma\le(1+q)e$ and \eqref{eq:rec} gives $(1-q)e\le\alpha\|E\|_\gamma$. Together,
\begin{equation}
\frac{\alpha\|E\|_\gamma}{1+q}\le e\le\frac{\alpha\|E\|_\gamma}{1-q}.
\label{eq:two}
\end{equation}
The error is nonzero whenever $E$ is. Under \eqref{eq:adapt}, $\tilde r=0$ forces $R=0$, hence $E=0$ and $e=0$.

Under a fixed tolerance such states arise in a natural way. Let the solver start from the vectors of the previous step and return them without work when they already satisfy the tolerance. The residual norm of a fixed subspace is $f(n)=\|(1-\tilde P)H(n)X\|_F$, because $(1-\tilde P)HX=HX-X(X^THX)=R$ and a rotation within the subspace leaves the norm unchanged. While the subspace is frozen $\tilde n$ is constant, and
\begin{equation}
\tilde n-n_{k+1}=\tilde n-n_k-\alpha(\tilde n-n_k)=(1-\alpha)(\tilde n-n_k).
\label{eq:lock}
\end{equation}
If the subspace is frozen from step $K$ on, all later iterates lie on the segment from $n_K$ to $\tilde n$. The function $f$ is a norm of an affine function of $n$, by \eqref{eq:H}, and so is convex; on a segment it does not exceed the larger of its end values. If $f(n_K)\le\tau$ and $f(\tilde n)\le\tau$, the solver never works again. The computed SCF residual then falls as $(1-\alpha)^k$ and the iteration converges to $\tilde n$, whose error obeys \eqref{eq:two}. A test on $\|\tilde r_k\|_\gamma$ alone reports convergence to any threshold. The sign of locking is an apparent rate equal to $1-\alpha$ together with zero inner iterations. This proves (c).

The opposite behaviour is also possible. A subspace iteration $X\to(\sigma-H)X$ that takes at least one step in every SCF cycle is stationary only if $(\sigma-H)X$ spans the same space as $X$, which makes that space invariant under $H$ and $R=0$. Such a scheme has no stationary state with a floor. Below $\tau$ it is a coupled iteration for orbitals and density whose convergence is a separate question, about which (b) says only that the error ends below $B$.

\section{Second derivation: backward error and response modes}

\subsection{An inexact solution is an exact solution of a nearby problem}

Define the symmetric matrix
\begin{equation}
W=RX^T+XR^T .
\end{equation}
Since $X^TX=1$ and $R^TX=0$, $WX=R$, and so $(H-W)X=HX-R=X\Theta$. The Ritz pairs are exact eigenpairs of $H-W$. The two terms of $W$ are orthogonal in the Frobenius product, because $\operatorname{tr}[(RX^T)^TXR^T]=\operatorname{tr}[X(R^TX)R^T]=0$, and each has norm $\|R\|_F$, so $\|W\|_F=\sqrt2\|R\|_F$. The same relations give $W^2=RR^T+X(R^TR)X^T$, two terms that act in orthogonal subspaces with largest eigenvalue $\|R\|_2^2$ each, so $\|W\|_2=\|R\|_2$.

Consider $H_t=H-tW$ for $0\le t\le1$. Every Rayleigh quotient of $H_t$ differs from that of $H$ by at most $\|W\|_2$, so by the min-max characterisation each ordered eigenvalue moves by at most $\|R\|_2$ (Weyl's inequality). Two consequences follow. The gap of $H_t$ is at least $g_W=g-2\|R\|_2$, which we require to be positive. If also $\theta_N<\varepsilon_{N+1}-\|R\|_2$, then the $N$ eigenvalues $\theta_i$ of $H_1$ all lie below its $(N+1)$-th eigenvalue and are therefore its $N$ lowest. The occupied projector $P_t$ of $H_t$ is then a smooth path from $P_0=P$ to $P_1=\tilde P$.

Equation \eqref{eq:dP} holds at each $t$ with $\delta H=-W\,dt$ in the eigenbasis of $H_t$. The virtual-occupied block of a symmetric matrix and its transpose have equal norms, and together they cannot exceed the whole, so $2\sum_{ai}W_{ai}^2\le\|W\|_F^2$. Hence $\|P_t'\|_F^2=2\sum_{ai}W_{ai}^2/(\varepsilon_a-\varepsilon_i)^2\le\|W\|_F^2/g_W^2$, with primes for $d/dt$. Integration over $t$ gives
\begin{equation}
\|\tilde P-P\|_F\le\sqrt2\,\frac{\|R\|_F}{g-2\|R\|_2},
\label{eq:dk2}
\end{equation}
which is \eqref{eq:dk} with another denominator, obtained without the $\sin\theta$ argument.

The second derivative fixes the size of the remainder. Differentiating $P_t^2=P_t$ twice gives $P''=P''P+2P'^2+PP''$, so $PP''P=-2PP'^2P$ and $QP''Q=2QP'^2Q$. Differentiating $[H_t,P_t]=0$ twice, with $H_t'=-W$ and $H_t''=0$, gives $[H_t,P'']=2[W,P']$, so $(\varepsilon_a-\varepsilon_i)P''_{ai}=2[W,P']_{ai}$ and the off-diagonal blocks are bounded by $4\|W\|_2\|P'\|_F/g_W$. All blocks of $P''$ are of order $\|R\|_F^2/g_W^2$. Taylor's theorem and \eqref{eq:A} with $\delta H=-W$ then give
\begin{equation}
E=+Aw+O(\|R\|_F^2/g^2),\qquad w_{ai}=u_a^TWu_i ,
\label{eq:EAw}
\end{equation}
where $w$ is read as a vector with index $ai$. The sign is positive: a residual component along $u_a$ signals an admixture of $u_a$ with the same sign. The block argument above gives $\|w\|_2\le\|W\|_F/\sqrt2=\|R\|_F$. The inequality is an equality to leading order. The virtual-virtual block of $W$ contains the factor $X^TV_v$ and the occupied-occupied block contains $V_o^TR=V_o^T(1-\tilde P)R$, and both factors are small by one more power of $\|\tilde P-P\|_F$. For the same reason $w$ equals $V_v^TRX^TV_o$ to leading order.

\subsection{Mode equations}

Near $n^*$ we expand $G(n_k)=n^*+G'(n^*)y_k+O(e_k^2)$ and replace $A(n_k)$ by $A=A(n^*)$, which costs a term of order $e_k\|R_k\|_F$. From here on $A$, $\mathcal{J}$, $\lambda_j$, $v_j$ and $g$ refer to $n^*$. With $y_k=\sum_jc_{j,k}v_j$, the iteration \eqref{eq:iter} becomes
\begin{equation}
c_{j,k+1}=\mu_j\,c_{j,k}+\alpha E_{j,k}+\text{second order},\qquad E_{j,k}=\langle v_j,Aw_k\rangle_\gamma ,
\label{eq:modes}
\end{equation}
where second order means quadratic in the pair $(e_k,\|R_k\|_F)$. Each dielectric mode is a damped recursion driven by the solver.

The driving term is limited by the same matrix elements that make up $\chi_0$. For any vector $z$, $\|A^Tz\|_2^2=16\sum_{ai}(T^Tz)_{ai}^2/D_{ai}^2$. Replacing one factor $1/D_{ai}$ by $1/g$ can only increase the sum, and the remaining sum is $z^T(-\chi_0)z/4$ by \eqref{eq:chi}. Thus $\|A^Tz\|_2^2\le(4/g)\,z^T(-\chi_0)z$. For $z=\gamma v$ with $v=\sum_jb_jv_j$ one has $z^T(-\chi_0)z=-\langle v,\mathcal{J}v\rangle_\gamma=\sum_j\lambda_jb_j^2$. The Cauchy--Schwarz inequality gives
\begin{equation}
|\langle v,Aw\rangle_\gamma|=|(A^T\gamma v)^Tw|\le\frac{2\|w\|_2}{\sqrt g}\Bigl(\sum_j\lambda_jb_j^2\Bigr)^{1/2}.
\label{eq:key}
\end{equation}
The choice $v=v_j$ bounds one mode. The choice $v=Aw/\|Aw\|_\gamma$, for which $\sum_jb_j^2=1$, bounds the norm:
\begin{equation}
|E_j|\le2\sqrt{\lambda_j/g}\;\|R\|_F,\qquad \|Aw\|_\gamma\le c_*\|R\|_F,\qquad c_*=2\sqrt{\lambda_{\max}/g}.
\label{eq:cstar}
\end{equation}
A mode that the electrons barely screen is also a mode that an orbital error barely excites, since both proceed through the same transition densities $T$.

The constant $c_*$ never exceeds $C/g$. The vector $Tw$ is half the diagonal of the matrix $\sum_{ai}w_{ai}(u_au_i^T+u_iu_a^T)$, whose Frobenius norm is $\sqrt2\|w\|_2$, so $\|Tw\|_2\le\|w\|_2/\sqrt2$. Then $\|Aw\|_2\le4\|w\|_2/(\sqrt2\,g)$ and $\|\chi_0\|_2\le4\cdot\tfrac12/g=2/g$. Because $T^T$ annihilates the constant vector, only the zero-sum part of $\gamma v$ enters $z^T(-\chi_0)z$, and for $\|v\|_\gamma=1$ its squared length is at most $\gamma_{\max}$ (expand $v$ in the eigenvectors of $\gamma$ restricted to $\mathcal{Z}$). So $\lambda_{\max}\le2\gamma_{\max}/g$ and $c_*\le2\sqrt{2\gamma_{\max}}/g=C/g$.

\subsection{Adaptive tolerance}

Write the criterion as $\|R_k\|_F\le\kappa\|\tilde r_k\|_\gamma$; equation \eqref{eq:adapt} is the case $\kappa=\eta\delta_0/C$, in $\mathrm{J}^{1/2}$. By \eqref{eq:cstar}, $\|E\|_\gamma\le\eta'\|\tilde r\|_\gamma$ to first order, with
\begin{equation}
\eta'=c_*\kappa=2\sqrt{\lambda_{\max}\,g}\;\frac{\kappa}{g}.
\end{equation}
As before $\|E\|_\gamma\le\eta'\|r\|_\gamma/(1-\eta')$. The exact residual is now known mode by mode: $r=(\mathcal{J}-1)y$ has components $-(1+\lambda_j)c_j$, so $\|r\|_\gamma\le(1+\lambda_{\max})e$. Under this criterion $\|R_k\|_F$ is itself of order $e_k$, so all second-order terms in \eqref{eq:modes} are $O(e_k^2)$. Therefore
\begin{equation}
e_{k+1}\le q_{\rm loc}\,e_k+O(e_k^2),\qquad q_{\rm loc}=q_*+\alpha(1+\lambda_{\max})\frac{\eta'}{1-\eta'} .
\label{eq:qloc}
\end{equation}
If $q_{\rm loc}<1$, then for $e_0$ small enough that the quadratic term is below $(1-q_{\rm loc})e_k/2$ the error shrinks at every step and the convergence is linear, with an asymptotic rate no worse than $q_{\rm loc}$. This is (a) in local form. It implies the earlier bound: $-\mu_j\le q_*$ for the mode with $\lambda_{\max}$ gives $\alpha(1+\lambda_{\max})\le1+q_*$, and $\eta'\le\eta\,\delta_0/g\le\eta$ when $\delta_0\le g$, so $q_{\rm loc}\le q_\eta$.

The mode equation says more when the slowest mode is the weakly screened one, $q_*=1-\alpha(1+\lambda_{\min})$, and is well separated from the others. The solver drives each other mode $j$ to a size with $(q_*-\mu_j)|c_j|\approx\alpha|E_j|$. Since $q_*-\mu_j=\alpha(\lambda_j-\lambda_{\min})$ and $|E_j|\lesssim\eta'(1+\lambda_{\min})|c|$, the admixture relative to the slow amplitude $c$ is at most about $\eta'(1+\lambda_{\min})/(\lambda_j-\lambda_{\min})$; well separated means that this is small. Late in the iteration the slow mode then dominates, so $\|\tilde r\|_\gamma\approx(1+\lambda_{\min})|c|$, and \eqref{eq:modes} with the first bound in \eqref{eq:cstar} limits the shift of the asymptotic rate to
\begin{equation}
|\Delta q|\lesssim\alpha(1+\lambda_{\min})\;2\sqrt{\lambda_{\min}/g}\;\kappa .
\label{eq:shift}
\end{equation}

\subsection{Fixed tolerance}

With $\|R_k\|_F\le\tau$, the norm of \eqref{eq:modes} gives $e_{k+1}\le q_*e_k+\alpha c_*\tau$ to first order, and the geometric sum gives $\limsup e_k\le\alpha c_*\tau/(1-q_*)$. This is (b) with $c_*$ in place of $C/\delta_0$.

For a stationary state $c_{j,k+1}=c_{j,k}$, so $(1-\mu_j)c_j=\alpha E_j$. Since $1-\mu_j=\alpha(1+\lambda_j)$, the mixing parameter cancels:
\begin{equation}
c_j=\frac{E_j}{1+\lambda_j},\qquad n-n^*=(1-\mathcal{J})^{-1}Aw+O(\tau^2/g^2).
\label{eq:offset}
\end{equation}
The stationary error is the self-consistent, screened response to the spurious perturbation $-W$. It vanishes at this order only if $Aw=0$. This happens for some $w\ne0$ whenever $N(M-N)>M-1$, because $A$ has $N(M-N)$ columns and rank at most $M-1$: many orbital rotations leave the site populations unchanged. To first order in $\tau/g$, the largest stationary error allowed by $\|w\|_2\le\tau$ is
\begin{equation}
F=\tau\,\sigma_{\max},\qquad \sigma_{\max}=\max_{\|w\|_2=1}\|(1-\mathcal{J})^{-1}Aw\|_\gamma ,
\label{eq:F}
\end{equation}
the largest singular value of $(1-\mathcal{J})^{-1}A$ from the Euclidean norm to the $\gamma$ norm.

The value $F$ is reached by a solver that obeys the tolerance. Let $\hat w$ be the maximising unit vector and $\hat W=\sum_{ai}\hat w_{ai}(u_au_i^T+u_iu_a^T)$, a fixed matrix. The solver returns the $N$ lowest eigenvectors of $H(n)-s\hat W$. They span a space invariant under $H-s\hat W$, so $R=(1-\tilde P)HX=s(1-\tilde P)\hat WX$, whose norm is $s$ to leading order; $s$ is adjusted until $\|R\|_F=\tau$. For small $\tau$ the map so defined is a smooth small change of $G$, it still contracts near $n^*$, and its fixed point obeys \eqref{eq:offset} with $w=\tau\hat w$. No convergence proof that uses only $\|R\|_F\le\tau$ can therefore promise an error below $F$, to leading order in $\tau/g$. This is the precise content of the floor.

A closed bound on $F$ follows from \eqref{eq:key}. For $y=(1-\mathcal{J})^{-1}Aw$ and the unit vector $v=y/\|y\|_\gamma=\sum_jb_jv_j$, self-adjointness gives $\|y\|_\gamma=\langle(1-\mathcal{J})^{-1}v,Aw\rangle_\gamma$, and $(1-\mathcal{J})^{-1}v$ has components $b_j/(1+\lambda_j)$. Since $(1+\lambda)^2-4\lambda=(1-\lambda)^2\ge0$, each $\lambda_j/(1+\lambda_j)^2\le1/4$, and
\begin{equation}
F\le\frac{2\tau}{\sqrt g}\,\max_j\frac{\sqrt{\lambda_j}}{1+\lambda_j}\le\frac{\tau}{\sqrt g}.
\label{eq:Fg}
\end{equation}
To leading order in $\tau/g$, the Coulomb energy of the stationary density error is at most $\tau^2/(2g)$ for any $\gamma$ that is positive definite on $\mathcal{Z}$. The bound is small for weakly screened modes, which are hardly driven, and for strongly screened modes, whose drive is screened; it is largest at $\lambda=1$. Which mode actually dominates $F$ also depends on how much of its transition density lies at the smallest denominator $g$, since every $1/D_{ai}$ was replaced by $1/g$. In the limit $\gamma\to0$ all $\lambda_j\to0$ and $F\to0$ in the $\gamma$ norm, as the norm itself vanishes. Reducing $\tau$ tenfold lowers the bound on the density error tenfold and the bound on this energy a hundredfold.

This part has proved (c) and shown that, to leading order in $\tau/g$, the largest stationary error under a fixed tolerance is $F\le\tau/\sqrt g$, a value reached by a solver that obeys the tolerance. What remains is to compare the two derivations and to test the results numerically on a worked example.
